Choosing azimuthal and multipole limits for Gaunt integrals in diatomics

**The situation**

Two electrons share a bond between two nuclei. Besides their Coulomb repulsion they interact as moving charges and as small magnets. In relativistic electronic-structure calculations the leading form of this magnetic interaction is the Gaunt operator,

g = −α1·α2/r12,

in Hartree atomic units, where α is the vector of Dirac matrices. For a diatomic molecule its integrals can be evaluated in coordinates adapted to the two centres. The user then meets three settings: which azimuthal orders M to include, where to stop the multipole sum over l, and how far out to carry the radial grid. The theory below fixes the first setting and gives estimates for the other two.

**Which azimuthal orders occur**

Let the z axis be the molecular axis. A spinor with angular momentum m along z has a large pair L and a small pair S. In each pair the spin-up component varies as exp[i(m−½)φ] and the spin-down component as exp[i(m+½)φ]. Define

j^q_ab = ψa†α_qψb, α_± = α_x ± iα_y, Δ = m_b − m_a.

The matrix α_z connects equal spins, so j^z varies as e^{iΔφ}. The matrix α_+ takes spin down to spin up with a factor 2:

j^+_ab = 2(L_a↑* S_b↓ + S_a↑* L_b↓).

Its phase is −(m_a−½) + (m_b+½) = Δ+1. In the same way j^- has phase Δ−1. Thus

z: M = Δ; +: M = Δ+1; −: M = Δ−1.

Since α_x = (α_+ + α_-)/2 and α_y = (α_+ − α_-)/(2i),

α1·α2 = α_z α_z + ½(α_+ α_- + α_- α_+).

Because 1/r12 depends on φ1−φ2, the phases of electrons 1 and 2 must cancel. With Δ' = m_d − m_c, each of the three terms requires Δ+Δ' = 0. Hence (ab|g|cd) vanishes unless m_a+m_c = m_b+m_d, and an allowed integral needs one M per current component.

Cartesian components hide this economy. The product α_xα_x contains ¼(α_+α_+ + α_-α_-), and α_yα_y contains the negative of it. When Δ+Δ' = ±2 the xx and yy integrals can therefore be nonzero separately while their sum vanishes. In the Gaussian test they are −26.895 and +26.895 hartree. A calculation in Cartesian components must treat both alike.

For spinors with |m| ≤ m_max we have |Δ| ≤ 2m_max, so

|M| ≤ 2m_max + 1.

Coulomb densities stop at 2m_max, so an order limit copied from the Coulomb part can be one too small. The extra order arises for m_a = −m_max, m_b = +m_max (or the reverse), where j^+ needs L_a↑ or L_b↓, the minority-spin large components with orbital projection of size m_max+½. It therefore vanishes when both large pairs have pure spin, and when m_max is the largest value the large-component basis can form; it appears when the large pair carries such a component, for example a δ admixture in a π spinor through spin–orbit coupling. With m_max = 3/2 the extra order is M = 4. In one test integral with artificial spinors it contributes −0.827 hartree, beside −4.992 hartree from M = 2.

**The integral for one order**

Let the centres lie at z = −a and z = +a, so that R = 2a. Prolate spheroidal coordinates are defined by

r_A = a(ξ+η), r_B = a(ξ−η), ξ ≥ 1, −1 ≤ η ≤ 1,
dV = a³(ξ²−η²) dξ dη dφ.

Differentiating a Slater function exp(−ζr_A) brings in 1/r_A = 1/[a(ξ+η)]. The volume weight contains (ξ+η)(ξ−η) and cancels it.

The interaction 1/r12 is the decaying solution of ∇²(1/r12) = −4πδ(r1−r2). In these coordinates

∇² = {∂_ξ(ξ²−1)∂_ξ + ∂_η(1−η²)∂_η + [1/(ξ²−1) + 1/(1−η²)]∂_φ²} / [a²(ξ²−η²)].

Write μ = |M| and let P_l^μ be the associated Legendre function without the alternating Condon–Shortley sign: (1−η²)^(μ/2) d^μP_l/dη^μ inside the interval, with ξ²−1 in place of 1−η² outside. Completeness in the angles reads

δ(η1−η2)δ(φ1−φ2) = Σ_lM [(2l+1)/4π] [(l−μ)!/(l+μ)!] P_l^μ(η1)P_l^μ(η2)e^{iM(φ1−φ2)}.

Expand 1/r12 with the same coefficients and a radial factor G_l(ξ1,ξ2). The η operator gives −l(l+1). The delta function carries 1/[a³(ξ²−η²)], the Laplacian 1/[a²(ξ²−η²)], and their ratio leaves 1/a:

{∂_ξ(ξ²−1)∂_ξ − l(l+1) − μ²/(ξ²−1)} G_l = −(4π/a) δ(ξ−ξ2).

One homogeneous solution, regular at ξ = 1, is P = P_l^μ. Reduction of order gives a decaying one:

S(ξ) = P(ξ) ∫_ξ^∞ dx / {(x²−1)[P(x)]²}.

Differentiating S/P shows that (ξ²−1)(PS' − P'S) = −1. The required jump of (ξ²−1)∂_ξG_l is −4π/a, so

G_l = (4π/a) P(ξ<)S(ξ>) = (4π/a) P(ξ1)P(ξ2) ∫_{ξ>}^∞ dx / {(x²−1)[P(x)]²}.

This is the Neumann expansion. Its usual form contains the second-kind function Q, with S = (−1)^μ[(l−μ)!/(l+μ)!]Q. That relation and the expansion were tested for μ = 0 to 3.

Now let the first current be f(ξ,η)e^{iMφ} and its partner g(ξ,η)e^{−iMφ}. The two φ integrals give 4π², the volume elements give a⁶, and G_l supplies 1/a. The variable x runs above both ξ1 and ξ2. If x is integrated last, each ξ runs from 1 to x, and the double radial integral factorizes:

I = 4π²a⁵ Σ_{l≥μ} (2l+1) [(l−μ)!/(l+μ)!] ∫₁^∞ A_l(x)B_l(x) dx / {(x²−1)[P_l^μ(x)]²},

A_l(x) = ∫₁^x dξ P_l^μ(ξ) ∫₋₁^1 dη P_l^μ(η)(ξ²−η²)f(ξ,η),

with g replacing f in B_l. The Gaunt integral is −I for the z component and −½I for each of the other two. The currents must be regular on the axis and decay at large distance.

There is a useful limit. When a → 0 at fixed electron distances, ξ = r/a is large and P_l^μ(ξ) is proportional to ξ^l. Then P(ξ<)S(ξ>) becomes ξ<^l/[(2l+1)ξ>^(l+1)], which is a r<^l/[(2l+1)r>^(l+1)]. The two volume elements turn into r² dr/a³ each, so all powers of a cancel. What remains is the ordinary one-centre multipole expansion.

For three sets of spinors with random combinations of s, p and d Gaussian functions on unequal centres, this algorithm was tested against analytic integrals for |M| from 0 to 4. The largest relative difference was 1.9×10⁻¹³.

**Setting the radial cutoff**

P_l^μ(x) can be very large far out and very small near x = 1. It is therefore safer to store A_l/P_l^μ, computed from ratios P(ξ)/P(x). These do not exceed 1, because P does not decrease for ξ > 1. The substitution x = cosh τ turns dx/(x²−1) into dτ/sinh τ. Near τ = 0 a regular current gives A_l/P_l^μ proportional to τ^(μ+2), so the integrand vanishes there.

The slowest decay of a Slater product on one centre is exp[−2ζa(ξ−1)], found on the axis beyond that centre. The choice

X = 1 + 20/(ζa)

reduces this exponential to e^(−40). Use the smallest ζ in the basis.

For low l the accumulated A_l and B_l are practically constant beyond X, but the x integral has not ended. (For high l the part beyond X is negligible.) Its tail is A_l(X)B_l(X)∫_X^∞ dx/[(x²−1)P²]. For l = μ = 0 the last factor is close to 1/X, which is 0.048 at X = 21. It falls only as a power of X, whereas the current falls exponentially. This tail is the long-range field and must be added; X = x t maps it onto a finite interval.

**Setting the largest l**

A one-centre Slater product contains exp(κη) with |κ| = 2ζa = ζR. For μ = 0, inserting Rodrigues' formula for P_l and integrating by parts l times gives

∫₋₁^1 P_l(η)e^{κη}dη = [κ^l/(2^l l!)] ∫₋₁^1 (1−η²)^l e^{κη}dη.

Since e^{κη} ≤ e^|κ| and ∫(1−η²)^l dη = 2^(2l+1)(l!)²/(2l+1)!, the magnitude is at most

2|κ|^l e^|κ|/(2l+1)!!.

Convergence is eventually factorial. Polynomial factors in η, which come from the weight and the derivatives, delay it by a few units of l.

For a compact core function, κ is large and a second estimate is more useful. The exponential selects a region s = 1−|η| of width 1/|κ|, where |P_l| ≈ |J₀((l+½)√(2s))|. Integrating the power series of J₀ term by term gives

∫₀^∞ e^{−|κ|s} J₀((l+½)√(2s)) ds = (1/|κ|) exp[−(l+½)²/(2|κ|)].

This holds for |κ| ≫ 1 and l ≪ |κ|. Reducing the amplitude to 10⁻⁶ of its low-l value requires l ≈ √(27.6|κ|), since ln 10⁶ = 13.8. For |κ| = 100 this is about 50, already half of |κ|, so there the value is only a rough guide. The estimate concerns the amplitude of one current. When both currents are compact, each term of the integral contains two such small amplitudes, so the energy usually converges at a lower l. Take ζ from the sharpest function in the basis, use the estimate as a cautious starting value, and check that the energy of interest is stable when l is raised. Consecutive terms should be inspected in pairs, because parity can remove every other one.

**What the four-component current becomes in two components**

With kinetic balance, S = σ·pL/(2c). The identity σ_kσ_n = δ_kn + iε_knmσ_m, applied to L_a†σ_kS_b + S_a†σ_kL_b, gives

j_ab = (1/2c)[L_a†pL_b + (pL_a)†L_b + ∇×(L_a†σL_b)].

The δ terms form the convection current. In the ε terms, p = −i∇ supplies the factor that makes iε real, and the derivatives of L_b and L_a† combine into the curl. Here L is the large pair of the four-component spinor. A two-component code that can supply L can feed this current to the same integration routine. Its own normalized orbital may replace L only to leading order in 1/c², which is not sufficient for the core orbitals of heavy atoms. The identity was tested by finite differences.

A Dirac spinor of energy E (rest energy removed) in potential V instead has S = cσ·pL/(2c²+E−V). The fixed relation S = σ·pL/(2c) used here is therefore accurate only where |E−V| ≪ 2c², which fails very close to a point nucleus.

**A closed shell as a control**

Put two electrons in one real, normalized orbital φ, with spinors a (spin up) and b (spin down). The first-order energy is E_G = J − K, with J = (aa|g|bb) and K = (ab|g|ba). The convection terms cancel because φ is real. With n = φ²,

j = (1/2cN)∇×(n s), N = 1 + ⟨p²⟩/(4c²),

where N normalizes the four-component spinors. The spin vectors are s_aa = (0,0,1), s_bb = −s_aa, s_ab = (1,−i,0) and s_ba = (1,i,0).

In Fourier space 1/r12 becomes 4π/k², and each curl becomes a cross product with k. For a pair s, s' this gives

∫∫ j·j'/r12 = (π/c²N²) ∫ d³k/(2π)³ |n(k)|² [s·s' − (k̂·s)(k̂·s')].

For J the bracket is −1+k̂_z², and the minus sign in g makes it 1−k̂_z². For K it is 2−(k̂_x²+k̂_y²) = 1+k̂_z², which g makes negative. In J−K the angular terms cancel:

E_G = (2π/c²N²) ∫φ⁴ dV.

This relation tests several orders M at once. It also shows that the z part of K equals −J, since |(k̂×s_ab)_z|² = 1−k̂_z². The zero-frequency Breit operator adds a term proportional to (k·j)(k·j'). It vanishes here because a curl has k·j = 0, so for this pair the Gaunt and Breit energies agree.

**Worked example**

Take R = 2 bohr, ζ = 1 bohr⁻¹ and φ proportional to e^(−r_A)+e^(−r_B). These are model parameters. The result leaves out correlation, orbital optimization and relativistic relaxation.

From ⟨p²⟩ = 0.772515 follows N−1 = 0.772515/(4×137.036²) = 1.0284×10⁻⁵. With ∫φ⁴dV = 0.0221576 bohr⁻³,

E_G = 2π×0.0221576/(137.036²N²) = 7.4135×10⁻⁶ hartree = 1.627 cm⁻¹.

The Neumann calculation gives J = 2.823242 and K = −2.823242−1.767033 = −4.590275 microhartree. Their difference is 7.413517 microhartree, in agreement with the contact formula.

The part −1.7670 measures twice the weight of k̂_z², while J measures that of 1−k̂_z². A spherical density would make their magnitudes equal. The bond density is elongated along z, hence narrower in k_z, and the k̂_z² part is smaller.

The l series is 7.08490, 0.32680, 0.00182 and 0.0000018 microhartree for l = 1, 3, 5, 7. Even l vanish by reflection: for M = ±1 the current is even in η and P_l^1 has parity (−1)^(l+1), while for M = 0 the current is odd. Here |κ| = 2, and stopping at l = 5 leaves an error of about 2×10⁻⁶ microhartree.

At fixed ζ, ∫φ⁴dV tends to ζ³/(8π) for R → 0 and to ζ³/(16π) for R → ∞. The second limit gives E_G ≈ ζ³/(8c²), not zero. A doubly occupied bond orbital still places both electrons on one atom half of the time, so this magnetic energy should not be trusted near dissociation.

**Why a missing order matters**

Now let a be the σ spinor with m = ½ and b a π spinor with m = 3/2, whose orbital is (x+iy) times the same sum of exponentials h. The exchange integral (ab|g|ba) is −5.5118 microhartree. Its parts are zero to the printed accuracy for z (M = 1), −0.4660 for + (M = 2) and −5.0458 for − (M = 0).

The selection rule permits the z part, but this model removes it. Both orbitals have the same z dependence, so j^z is proportional to h∂_zh − h∂_zh = 0. Different exponents would in general restore it.

The other two currents have the same magnitude at every point, proportional to ρh∂_ρh, where ρ is the distance from the axis. Their integrals differ by a factor of about eleven solely because of M. The M = 0 current has one sign around the axis and acts like a net charge, while e^{2iφ} averages to zero. An order should therefore be dropped on the evidence of its integral, not of the size of its current. All orders in this example lie within the Coulomb limit 2m_max = 3; with pure-spin large pairs the extra order M = 4 does not arise.

The complete component values and comparisons are in the numerical output.

Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
R = 2.0 bohr, zeta = 1.0 bohr^-1, a = 1.0 bohr
radial cutoff X = 21.0, largest l = 16
Neumann expansion, m=0..3: max abs error = 9.5e-12 bohr^-1
Gaussian test: 2m of a,b,c,d; current; M; Neumann; analytic (hartree)
  (1, 3, 1, -1) z M=+1 0.14123651 0.14123651
  (1, 3, 1, -1) + M=+2 -0.69862043 -0.69862043
  (1, 3, 1, -1) - M=+0 -58.37660102 -58.37660102
  (-3, 3, 3, -3) z M=+3 0.06433937 0.06433937
  (-3, 3, 3, -3) + M=+4 -0.82661863 -0.82661863
  (-3, 3, 3, -3) - M=+2 -4.99170108 -4.99170108
  (1, 1, 3, 3) z M=+0 -2.53037705 -2.53037705
  (1, 1, 3, 3) + M=+1 -2.92774407 -2.92774407
  (1, 1, 3, 3) - M=-1 -5.63567767 -5.63567767
Gaussian test: max relative error = 1.9e-13
total change 2: -xx = -26.895080, -yy = 26.895080 hartree
total change 2: |xx+yy| = 3.6e-15, |zz| = 1.5e-16 hartree
two-component current: max abs error = 3.0e-09 a.u. (times 2c)
1s-1s overlap = 0.58645289
sigma <p^2> = 0.77251509 a.u.
sigma norm N - 1 = 1.028437e-05
contact integral of phi^4 = 0.02215760 bohr^-3
direct J: z = 0.000000 microhartree
direct J: + (M=+1) = 1.411621 microhartree
direct J: - (M=-1) = 1.411621 microhartree
direct J total = 2.823242 microhartree
exchange K: z (M=-1) = -2.823242 microhartree
exchange K: + (M=0) = -1.767033 microhartree
exchange K: - (M=-2) = 0.000000 microhartree (magnitude)
exchange K total = -4.590275 microhartree
l; term of J-K; partial sum (microhartree)
  1 7.084902561 7.084902561
  3 0.326795983 7.411698544
  5 0.001816426 7.413514970
  7 0.000001811 7.413516781
  9 0.000000001 7.413516782
Gaunt energy J-K = 7.41351678 microhartree
contact-density value = 7.41351678 microhartree
relative difference = 6.4e-15
Gaunt energy = 1.627079 cm^-1
sigma-pi exchange: z (M=1) = -0.000000 microhartree
sigma-pi exchange: + (M=2) = -0.465997 microhartree
sigma-pi exchange: - (M=0) = -5.045823 microhartree
sigma-pi exchange total = -5.511820 microhartree
```
